# Temperature Rise at Thermal Threshold Switching with Poole-Frenkel Barrier Lowering

A thin insulating film sits between two electrodes, and a slowly rising voltage is applied to it. The small current heats the film, the warmer film conducts better, and the heating grows. Up to some voltage the heat flow to the surroundings holds this feedback in check. Beyond it, if the conductance rises steeply enough with temperature, no cool steady state remains and the film switches to a much hotter, more conducting state. How warm is the film when it gives way, and what changes if the electric field also lowers the barrier that the carriers must cross?

## The model

The film has thickness $d$, area $A$ and a single temperature $T$. A voltage $V>0$ across it produces a uniform field $F=V/d$. Carriers are released thermally from traps that are neutral when filled and positively charged when empty. The escaping electron feels the attraction of the charge it leaves behind, so along the field direction its potential energy is

$$U(x)=-\frac{e^2}{4\pi\varepsilon x}-eFx,\qquad \varepsilon=\varepsilon_0\varepsilon_r .$$

The top of the barrier is where $dU/dx=e^2/(4\pi\varepsilon x^2)-eF=0$, that is, at

$$x_m=\sqrt{\frac{e}{4\pi\varepsilon F}} .$$

There the two terms of $U$ are equal, so $U(x_m)=-2eFx_m$. Without a field the top lies at zero energy, infinitely far away. The field therefore lowers the barrier by

$$2eFx_m=\sqrt{\frac{e^3F}{\pi\varepsilon}}=\beta\sqrt F,\qquad \beta=\sqrt{\frac{e^3}{\pi\varepsilon}} .$$

This is the Poole-Frenkel effect. With zero-field barrier $E_a$ and an ohmic prefactor $\sigma_0$, the conductance is

$$G(T,V)=G_0\,e^{-\Phi(V)/kT},\qquad \Phi(V)=E_a-\beta\sqrt{V/d},\qquad G_0=\frac{\sigma_0A}{d}. \tag{1}$$

Heat leaves through a constant thermal resistance $R$ to surroundings at $T_0$. In a steady state the rise $\Delta T=T-T_0$ is $R$ times the electrical power:

$$T-T_0=RV^2G_0\,e^{-\Phi(V)/kT}. \tag{2}$$

The turning point is the state of greatest steady voltage on the branch that starts cold. Its quantities carry a star. The result to be derived is

$$\boxed{\Delta T_*=\frac{kT_*^2}{\Phi(V_*)}} \tag{3}$$

Here $T_*$ is the temperature of the film, not of the surroundings, and the barrier is taken at the turning voltage.

## First derivation: the slope of the steady-state curve

At fixed $T$ the right side of (2) grows steadily with $V$, from zero without bound, because $V^2$ grows and $\Phi$ falls. Each temperature above $T_0$ thus belongs to one voltage, and the steady states form a curve $V(T)$. The logarithm of (2) is

$$\ln(T-T_0)=\ln(RG_0)+2\ln V-\frac{E_a}{kT}+\frac{\beta\sqrt{V/d}}{kT}.$$

Differentiate along the curve, writing $V'=dV/dT$. Since $d\sqrt{V/d}/dV=\sqrt{V/d}/(2V)$,

$$\frac{1}{T-T_0}=\frac{2V'}{V}+\frac{E_a-\beta\sqrt{V/d}}{kT^2}+\frac{\beta\sqrt{V/d}}{2VkT}V'.$$

The middle term comes from the explicit temperature in the two terms with $1/kT$ and contains the lowered barrier $\Phi$. Collecting the terms in $V'$ gives

$$D\,V'=\frac{1}{T-T_0}-\frac{\Phi(V)}{kT^2},\qquad D=\frac1V\left(2+\frac{\beta\sqrt F}{2kT}\right)>0. \tag{4}$$

At the greatest voltage $V'=0$, and (3) follows. The voltage dependence of the barrier appears in $D$, which multiplies $V'$ and so drops out. At the turning point the voltage is momentarily stationary, and only the temperature acts on the conductance. The field enters through the value of $\Phi$, not through its slope.

A zero of $V'$ could also be a minimum. Differentiate (4) once more and set $V'=0$; every term that arises from a change of voltage vanishes, leaving

$$DV''=-\frac{1}{\Delta T^2}+\frac{2\Phi}{kT^3}
=-\frac{1}{\Delta T}\left(\frac1{\Delta T}-\frac2T\right), \tag{5}$$

where $\Phi/(kT^2)=1/\Delta T$ was used. The bracket is positive when $T>2\Delta T$, which is the same as $T<2T_0$. A turning point below $2T_0$ is therefore a maximum and one above $2T_0$ a minimum. Two maxima below $2T_0$ would need a minimum between them, so there is at most one.

## Second derivation: when heating outruns cooling

Now hold the voltage constant and follow the film in time. With heat capacity $C$,

$$C\frac{dT}{dt}=V^2G_0e^{-\Phi/kT}-\frac{T-T_0}{R}. \tag{6}$$

Because $V$ is fixed, $\Phi$ is a constant here. The right side is positive, and the film warms, as long as

$$RG_0V^2>\psi(T),\qquad \psi(T)=(T-T_0)\,e^{\Phi/kT}. \tag{7}$$

A film switched on at $T_0$ starts with $\psi=0$, warms, and stops at the first temperature where $\psi$ reaches $RG_0V^2$. The shape of $\psi$ follows from

$$\frac{d\psi}{dT}=e^{\Phi/kT}\left[1-\frac{\Phi\,(T-T_0)}{kT^2}\right].$$

The bracket vanishes when $kT^2-\Phi T+\Phi T_0=0$, so

$$T_\pm=\frac{\Phi}{2k}\left[1\pm\sqrt{1-\frac{4kT_0}{\Phi}}\right]. \tag{8}$$

For $\Phi>4kT_0$ the function rises to a maximum at $T_-$, falls to a minimum at $T_+$, and rises again. The product of the roots is $\Phi T_0/k$ and their sum is $\Phi/k$, so $1/T_-+1/T_+=1/T_0$; hence $T_-<2T_0<T_+$. The maximum is a barrier to heating. If $RG_0V^2<\psi(T_-)$, the film settles below $T_-$. If $RG_0V^2>\psi(T_-)$, it passes $T_-$ and stops only beyond $T_+$. The limiting voltage satisfies

$$RG_0V_*^2=\Delta T_*\,e^{\Phi(V_*)/kT_*},\qquad T_*=T_-. \tag{9}$$

Since $T_-$ makes the bracket zero, $\Delta T_*=kT_*^2/\Phi(V_*)$, which is (3) again.

There is one such voltage at most. The left side of (9) rises with $V$. On the right, the derivative of $\ln\psi(T_-)$ with respect to $\Phi$ is $1/(kT_-)$, because the shift of $T_-$ has no first-order effect at a maximum. As $V$ rises, $\Phi$ falls and the right side falls with it, so the two sides cross at most once.

The crossing must happen while $\Phi>4kT_0$. At $\Phi=4kT_0$ both roots equal $2T_0$ and $\psi(2T_0)=T_0e^2$. Let $V_c$ be the voltage at which the barrier has sunk to $4kT_0$. A turning point exists if $RG_0V_c^2\,e^{-2}>T_0$. This says that at $V_c$ the heating at $2T_0$ exceeds the loss, so a smaller voltage suffices to hold the film at $2T_0$. At that smaller voltage the barrier is still above $4kT_0$. The condition is thus

$$\Phi>4kT_0\quad\text{at the voltage that holds the film at }2T_0. \tag{10}$$

When the opposite inequality holds, the film warms smoothly with voltage and does not switch. With the other parameters of the example below, $4kT_0=0.1034$ eV. A zero-field barrier of 0.12 eV leaves 0.0930 eV at $2T_0$, and a search along the steady curve finds no turning point. A barrier of 0.15 eV leaves 0.1193 eV, and a turning point is found.

## Why the rise increases

Compare films with the same $E_a$, $G_0$, $R$, $d$ and $T_0$ but different $\beta$. Two facts are needed: a lower barrier at turning means a larger rise, and a larger $\beta$ does give a lower barrier at turning. The second is not obvious, because the turning voltage also changes.

For the first, differentiate $kT_*^2=\Phi(T_*-T_0)$:

$$2kT_*\,dT_*=\Delta T_*\,d\Phi+\Phi\,dT_*\quad\Rightarrow\quad
\frac{dT_*}{d\Phi}=-\frac{\Delta T_*}{\Phi-2kT_*}.$$

By (3), $\Phi=kT_*^2/\Delta T_*$, which exceeds $2kT_*$ when $T_*>2\Delta T_*$, that is, for $T_*<2T_0$. The derivative is negative, so the rise grows as $\Phi$ falls.

For the second, (9) gives the turning voltage as a function of $\Phi$ alone:

$$V_*=\sqrt{\frac{\Delta T_*}{RG_0}}\;e^{\Phi/2kT_*},\qquad \frac{d\ln V_*}{d\Phi}=\frac1{2kT_*}>0. \tag{11}$$

The definition of $\Phi$ then tells which $\beta$ belongs to it:

$$\beta=\frac{E_a-\Phi}{\sqrt{V_*/d}} .$$

As $\Phi$ falls, the numerator grows and the denominator shrinks, so $\beta$ grows. Read backwards, a growing $\beta$ means a falling $\Phi(V_*)$, a falling $V_*$ and a growing $\Delta T_*$. The increase depends on what is held fixed: two films with the same $T_0$ and the same lowered barrier at turning have the same rise, whatever their $\beta$.

Two limits frame the result. For $kT_0\ll\Phi$, put $s=kT_0/\Phi$ and expand the square root in (8):

$$\Delta T_*=\frac{kT_0^2}{\Phi}\left(1+2s+5s^2+\dots\right).$$

The leading term has the ambient temperature in place of $T_*$. In the other limit, $\Phi\to4kT_0$, the rise approaches $T_0$ itself and the turning point disappears.

The factor by which heating raises the conductance at the turning voltage depends on the barrier only through $T_*$:

$$\frac{G(T_*,V_*)}{G(T_0,V_*)}=\exp\left[\frac{\Phi}{k}\left(\frac1{T_0}-\frac1{T_*}\right)\right]
=\exp\left[\frac{\Phi\,\Delta T_*}{kT_0T_*}\right]=e^{T_*/T_0}. \tag{12}$$

Since $T_*$ lies between $T_0$ and $2T_0$, the gain lies between $e$ and $e^2$.

## A niobium dioxide switch

Take a film 40 nm thick and 100 nm in radius, with $E_a=0.30$ eV, $\varepsilon_r=30$, $\sigma_0=1000$ S/cm, $R=1$ K/µW and $T_0=300$ K. Then $G_0=78.54$ mS and $\beta=0.1386$ eV per $\sqrt{\text{MV/cm}}$.

A direct search for the greatest steady voltage on the branch that starts cold gives $V_*=1.097$ V and $T_*=345.13$ K. The field is 0.2743 MV/cm, so the lowering is $0.1386\sqrt{0.2743}=0.0726$ eV and $\Phi=0.2274$ eV. From $kT_0=0.02585$ eV, $k=8.617\times10^{-5}$ eV/K, and (3) gives

$$\Delta T_*=\frac{8.617\times10^{-5}\times345.13^2}{0.2274}\ \text{K}=45.1\ \text{K},$$

in agreement with the search. Using $T_0$ in place of $T_*$ would give 34.1 K, and using $E_a$ in place of $\Phi$ would give 34.2 K. Each replacement costs about a quarter of the rise. The power is 45.1 µW, the current 41.1 µA, and the conductance gain $e^{345.13/300}=3.16$.

Changing the strength of the lowering, with all else fixed, gives:

| Multiple of $\beta$ | $\Phi(V_*)$ (eV) | $\Delta T_*$ (K) | $V_*$ (V) |
|---|---|---|---|
| 0 | 0.300 | 31.6 | 3.82 |
| 0.5 | 0.254 | 38.9 | 1.73 |
| 1 | 0.227 | 45.1 | 1.10 |
| 1.25 | 0.217 | 48.2 | 0.92 |

Full lowering raises $\Delta T_*$ by 43 % relative to none. Of this factor 1.43, the barrier ratio $0.300/0.2274$ supplies 1.32 and the ratio of the squared temperatures supplies 1.08. The voltage responds far more strongly, falling by a factor of 3.5, because $\Phi$ stands in the exponent of (11).

The curvature (5) tells how the film behaves close to turning. With $kT_*=0.02974$ eV,

$$D=\frac{1}{1.097}\left(2+\frac{0.0726}{0.05948}\right)\text{V}^{-1}=2.94\ \text{V}^{-1},$$

and $V''=-124$ µV/K², as the search also gives. Just below turning, $V_*-V\approx\tfrac12|V''|(T_*-T)^2$. At 1 % below $V_*$ this gives $T_*-T\approx\sqrt{2\times0.01097/(1.235\times10^{-4})}\ \text{K}=13$ K, or about 332 K. Integration of (6) settles at 333.3 K. The last percent of voltage thus accounts for more than a quarter of the rise.

Just above turning the film lingers near $T_*$. At $V=(1+\eta)V_*$, multiply (6) by $R$ and expand about $T_*$, with $\theta=T-T_*$:

$$RC\frac{d\theta}{dt}\approx a+b\theta^2,\qquad a=\eta V_*D\,\Delta T_*,\qquad b=\frac12\left(\frac1{\Delta T_*}-\frac2{T_*}\right).$$

Here $a$ is the extra heating from the extra voltage. The linear term cancels because heating and loss have equal slopes at turning. The quadratic term is half the second derivative of the heating, $\tfrac12\Delta T_*[(\partial_T\ln G)^2+\partial_T^2\ln G]$, with $\partial_T\ln G=1/\Delta T_*$ and $\partial_T^2\ln G=-2/(T_*\Delta T_*)$. Integrating over all $\theta$ gives a passage time of $\pi/\sqrt{ab}$ thermal times $RC$. For $\eta=0.01$, $a=1.45$ K and $b=0.0082$ K$^{-1}$, hence about 29. The film actually starts at $\theta=-45$ K and is followed to $2T_0$, at $\theta=255$ K. Cutting the integral at these ends leaves about 26; integration of (6) gives 25.2. The delay grows as $\eta^{-1/2}$ on approach to threshold, so $V_*$ is the switching voltage for a ramp that is slow on this scale. With a rough heat capacity of 2.5 J/(cm³ K) for the film alone, $RC$ is about 3 ns; heated surroundings lengthen it.

## The model beside real devices

Thermal runaway with Poole-Frenkel conduction is an established description of threshold switching in niobium dioxide. The values above are illustrative; $\sigma_0$ and $R$ depend strongly on the film and its surroundings. The permittivity is uncertain too. A carrier that moves freely crosses the distance $x_m$ in roughly 10 fs, too fast for the lattice to respond fully, so a value below the static permittivity may apply. With $\varepsilon_r=10$ in place of 30, the turning point moves to about 0.70 V and a rise of 54 K. The transition of the material to a metal lies at roughly 1100 K, far above $T_*$, so the onset of switching in this model does not require it. What follows the onset, including a hot filament or a metallic phase, lies outside the model. The hot steady state that (2) itself predicts, near $9\times10^4$ K at 1 % above $V_*$, has no physical meaning; it shows only that nothing in the model stops the heating at a realistic temperature.

The assumption of one temperature is a rough one. If heat spreads from the disc as into a half-space, with no equalising by the electrodes and the same mean $R$, the mean rise at turning is 43.2 K at 1.089 V. The centre is then about 54 K above ambient and the edge about 31 K. Good lateral conduction in the electrodes would reduce this spread. Through the thickness, uniform heating with equal face temperatures puts the middle above the faces by $Pd/(8\kappa A)$, where $P$ is the power; for a rough film conductivity $\kappa=1$ W/(m K) this is 7 K.

How the emission is averaged over directions matters more for the voltage than for the rise. Lowering applies in full only along the field. If the emission factor is averaged over the forward half of all directions and left unlowered in the backward half, $V_*$ becomes 1.65 V, half as much again, while $\Delta T_*$ becomes 43.0 K. Tunnelling near the barrier top, estimated for an inverted parabola and the free-electron mass, acts the other way and shifts rise and voltage by similar fractions: 47.1 K at 1.05 V. A semiclassical estimate through the full potential $U(x)$ gives 46.9 K at 1.06 V for the same mass, 50.5 K at 0.98 V for a mass of $0.3\,m_e$, and 45.7 K at 1.08 V for $3\,m_e$. The barrier top lies $x_m=1.32$ nm from the trap, so treating traps as isolated requires a spacing well above $2x_m$, or a density well below $5\times10^{19}$ cm$^{-3}$; with $\varepsilon_r=10$, $x_m$ grows to 2.9 nm and the limit falls to $5\times10^{18}$ cm$^{-3}$. The example does not establish that this holds. If $\sigma_0$ is read as the product of charge, trap density and mobility, 1000 S/cm requires a mobility above about 120 cm²/(V s) at densities below $5\times10^{19}$ cm$^{-3}$; with a mobility of 1 cm²/(V s) it would require about $6\times10^{21}$ traps per cm³. Here $\sigma_0$ is best taken as an empirical prefactor, and the barrier lowering of isolated traps as an assumption.

At an ambient of 358 K the rise becomes 64.2 K and $V_*$ drops to 0.77 V. By (3) the barrier at turning is then $k(422.2\ \text{K})^2/(64.2\ \text{K})=0.239$ eV, higher than at 300 K because the field is smaller. The larger rise here comes from the higher temperature, not from more lowering.

## What each derivation assumes

Both derivations take one film temperature, a voltage that fixes the field, and a constant $R$. They differ in what else they need and in what they deliver.

The first uses steady states alone. It needs no heat capacity and no law of motion, but a smooth curve $V(T)$. It says where the voltage is greatest, not that the film runs away there. In return it hardly depends on the conduction law. For any smooth $G(T,V)$ the same differentiation at $V'=0$ gives

$$\frac1{\Delta T_*}=\left.\frac{\partial\ln G}{\partial T}\right|_{V}=\frac{E_{\rm eff}}{kT_*^2},\qquad E_{\rm eff}=-\left.\frac{\partial\ln G}{\partial(1/kT)}\right|_V ,$$

so the activation energy measured at constant voltage replaces $\Phi$. For the direction-averaged law, $E_{\rm eff}=k(343.0\ \text{K})^2/(43.0\ \text{K})=0.236$ eV, slightly above 0.227 eV; this is why the rise changes little although the voltage changes much. If $R$ varies with film temperature, $1/\Delta T_*$ is replaced by $1/\Delta T_*-d\ln R/dT$.

The second needs the equation of motion (6), a voltage constant in time and a start at ambient temperature. It uses the Arrhenius form to find the whole shape of $\psi$. It then delivers what the first cannot: the film settles below $V_*$ and runs away above it. Condition (10) follows from either derivation: by (4), $V'$ at $2T_0$ is negative exactly when $\Phi>4kT_0$ there, and a curve that starts out rising must then have passed a maximum.

A series resistor $R_s$ separates the two viewpoints. The rise at the greatest film voltage is still given by (3), because the steady states of the film are unchanged. The film voltage, however, is no longer constant in time, so the second argument does not apply as it stands. The source voltage is $V+IR_s$, with $I=VG$. At the turning point $V'=0$ while $I$ still rises with $T$, so the source voltage is still climbing. If $R_s$ is small enough for the source voltage to have a peak, the peak lies at a higher temperature; with a large enough resistor there is none. In the example the peak vanishes near $R_s=1.9$ kΩ. For $R_s=500\ \Omega$ the peak comes at a rise of 49.3 K and a source voltage of 1.119 V. Equation (3) thus gives the rise at the greatest source voltage when the series resistance is negligible; here a resistor under 2 % of the film's own 27 kΩ already shifts that rise by 9 %.

## Computed values

```
film thickness 40 nm, radius 100 nm
zero-field barrier 0.30 eV, relative permittivity 30
conductivity prefactor 1000 S/cm, G0 78.54 mS
thermal resistance 1.00 K/uW, ambient 300 K
beta 0.1386 eV per sqrt(MV/cm)
kT0 0.02585 eV, 4kT0 0.1034 eV
turning voltage 1.0971 V, field 0.2743 MV/cm
barrier lowering 0.0726 eV, lowered barrier 0.2274 eV
turning temperature 345.13 K, rise by search 45.13 K
rise from kT^2/Phi 45.13 K
with ambient T instead: kT0^2/Phi 34.10 K
with zero-field barrier instead: 34.22 K
power 45.13 uW, current 41.14 uA
conductance gain by heating 3.1596
curvature of V(T): search -123.53, formula -123.52 uV/K^2
lowering strength (x beta), barrier eV, rise K, voltage V:
  0.00  0.3000  31.58  3.8199
  0.25  0.2732  35.51  2.3959
  0.50  0.2544  38.91  1.7336
  0.75  0.2397  42.08  1.3486
  1.00  0.2274  45.13  1.0971
  1.25  0.2169  48.15  0.9202
Ea eV, barrier at 2*T0 eV, turning point found:
  0.08  0.0573  no
  0.12  0.0930  no
  0.15  0.1193  yes
  0.20  0.1623  yes
  0.30  0.2440  yes
at 0.99 of turning voltage: settles at 333.27 K
at 1.01: reaches 2*T0 after 25.2 thermal times
neglected effects, new rise and voltage at turning:
  emission over directions: 42.97 K, 1.6532 V
  barrier-top tunnelling: 47.14 K, 1.0494 V
  series 500 ohm: 49.34 K, source 1.1186 V
  uneven disc: mean 43.21 K, 1.0886 V
    innermost ring 54.38 K, outermost 31.96 K
  ambient 358 K: 64.17 K, 0.7668 V
mid-film minus face temperature 7.18 K (film 1.0 W/(m K))
saddle distance 1.32 nm, trap density limit 5.4e+19 cm^-3
```
